# RPA Dipole Moment of LiH: Finite Field and Density Matrices: a program that tests the result

```python
"""
Result under test: for direct RPA evaluated after an SCF calculation,
    mu = -dE/dF = sum_A Z_A z_A - Tr(gamma_relaxed z),
where E = E_EXX + E_c, F is a field along z that also acts in the SCF step,
E_EXX is the Hartree-Fock energy expression with the input orbitals and
E_c is the direct RPA correlation energy.
gamma_input     : SCF density matrix
gamma_unrelaxed : gamma_input + derivative of E_c with respect to the
                  occupied and virtual blocks of the SCF matrix
gamma_relaxed   : gamma_unrelaxed + occupied-virtual orbital response
Finite-field energies use an imaginary-frequency integral; the density
matrices use the RPA eigenvectors X, Y. Hartree atomic units throughout.
"""
import numpy as np
from scipy import constants
from pyscf import gto, scf, dft
from pyscf.scf import _response_functions  # provides gen_response

BOND = 3.0
BASIS = "def2-tzvpp"
STEP = 1.0e-3
mol = gto.M(atom=[["H", (0, 0, 0)], ["Li", (0, 0, BOND)]],
            unit="Bohr", basis=BASIS, verbose=0)
nocc = mol.nelectron // 2
nao = mol.nao_nr()
nvir = nao - nocc
h_core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
z_ao = mol.intor("int1e_r")[2]
eri_ao = mol.intor("int2e").reshape(nao, nao, nao, nao)
mu_nuc = float(np.dot(mol.atom_charges(), mol.atom_coords()[:, 2]))
debye = (constants.e * constants.physical_constants["Bohr radius"][0]
         * constants.c / 1.0e-21)

# Gauss-Legendre nodes mapped to the half line of imaginary frequency
x_gl, w_gl = np.polynomial.legendre.leggauss(80)
freqs = (1 + x_gl) / (1 - x_gl)
weights = 2 * w_gl / (1 - x_gl) ** 2


def run_scf(functional, field, dm_start=None):
    if functional == "HF":
        mf = scf.RHF(mol)
    else:
        mf = dft.RKS(mol)
        mf.xc = functional
        mf.grids.level = 3
        mf.small_rho_cutoff = 0
    mf.get_hcore = lambda *args: h_core + field * z_ao
    mf.conv_tol = 1e-12
    mf.conv_tol_grad = 1e-8
    mf.max_cycle = 100
    mf.kernel(dm0=dm_start)
    assert mf.converged
    return mf


def fock_hf(dm, field):
    coulomb = np.einsum("pqrs,rs->pq", eri_ao, dm)
    exchange = np.einsum("prqs,rs->pq", eri_ao, dm)
    return h_core + field * z_ao + coulomb - 0.5 * exchange


def exx_energy(coeff, field):
    dm = 2 * coeff[:, :nocc] @ coeff[:, :nocc].T
    one_body = h_core + field * z_ao
    electronic = 0.5 * np.sum(dm * (one_body + fock_hf(dm, field)))
    return electronic + mol.energy_nuc() - field * mu_nuc


def rpa_frequency(eps, coeff):
    """Direct RPA correlation energy from the frequency integral."""
    occ, vir = coeff[:, :nocc], coeff[:, nocc:]
    kmat = np.einsum("pqrs,pi,qa,rj,sb->iajb", eri_ao, occ, vir, occ, vir,
                     optimize=True).reshape(nocc * nvir, nocc * nvir)
    gap = (eps[None, nocc:] - eps[:nocc, None]).ravel()
    total = 0.0
    for omega, weight in zip(freqs, weights):
        root = np.sqrt(4 * gap / (gap ** 2 + omega ** 2))
        ev = np.linalg.eigvalsh(root[:, None] * kmat * root[None, :])
        total += weight * np.sum(np.log1p(ev) - ev)
    return total / (2 * np.pi)


def two_point(energy, k):
    return (energy[k] - energy[-k]) / (2 * k * STEP)


def four_point(energy):
    return (4 * two_point(energy, 1) - two_point(energy, 2)) / 3


def density_matrices(mf):
    """MO-basis density matrices and the pieces of the relaxation."""
    coeff, eps = mf.mo_coeff, mf.mo_energy
    occ, vir = coeff[:, :nocc], coeff[:, nocc:]
    eri = np.einsum("pqrs,pi,qj,rk,sl->ijkl", eri_ao, coeff, coeff, coeff,
                    coeff, optimize=True)
    o, v = slice(0, nocc), slice(nocc, nao)
    dim = nocc * nvir
    shape = (nocc, nvir, nocc, nvir)
    kmat = eri[o, v, o, v].reshape(dim, dim)
    gap = (eps[None, nocc:] - eps[:nocc, None]).ravel()
    root = np.sqrt(gap)
    omega2, vec = np.linalg.eigh(
        root[:, None] * (np.diag(gap) + 4 * kmat) * root[None, :])
    omega = np.sqrt(omega2)
    x_plus_y = root[:, None] * vec / np.sqrt(omega)
    x_minus_y = vec * np.sqrt(omega) / root[:, None]
    y = 0.5 * (x_plus_y - x_minus_y)
    e_plasmon = 0.5 * (omega.sum() - gap.sum() - 2 * np.trace(kmat))

    yy = (y @ y.T).reshape(shape)
    correction = np.zeros((nao, nao))
    correction[o, o] = -np.einsum("iaja->ij", yy)
    correction[v, v] = np.einsum("iaib->ab", yy)

    # gradient of the energy with respect to occupied-virtual rotations
    response = mf.gen_response(hermi=1)
    dm0 = 2 * occ @ occ.T
    grad_exx = 4 * vir.T @ fock_hf(dm0, 0.0) @ occ
    dm_corr = coeff @ correction @ coeff.T
    v_corr = np.asarray(response(dm_corr)).reshape(nao, nao)
    gmat = (x_plus_y @ x_plus_y.T - np.eye(dim)).reshape(shape)
    grad_c = 4 * vir.T @ v_corr @ occ
    grad_c += 2 * np.einsum("iajb,cajb->ci", gmat, eri[v, v, o, v],
                            optimize=True)
    grad_c -= 2 * np.einsum("iajb,ikjb->ak", gmat, eri[o, o, o, v],
                            optimize=True)

    # coupled-perturbed SCF matrix, one column per rotation (a, i)
    trial = np.einsum("pa,qi->aipq", vir, occ).reshape(dim, nao, nao)
    trial = 2 * (trial + trial.transpose(0, 2, 1))
    v_trial = np.asarray(response(trial)).reshape(dim, nao, nao)
    hess = np.einsum("npq,pa,qi->ain", v_trial, vir, occ,
                     optimize=True).reshape(dim, dim)
    hess += np.diag((eps[nocc:, None] - eps[None, :nocc]).ravel())
    assert np.abs(hess - hess.T).max() < 1e-6
    rhs = -np.column_stack([grad_exx.ravel(), grad_c.ravel()])
    zvec = np.linalg.solve(hess, rhs)
    relax = []
    for n in range(2):
        mat = np.zeros((nao, nao))
        mat[v, o] = 0.5 * zvec[:, n].reshape(nvir, nocc)
        relax.append(mat + mat.T)
    gamma0 = np.diag([2.0] * nocc + [0.0] * nvir)
    return gamma0, correction, relax[0], relax[1], e_plasmon, grad_exx


print(f"LiH, bond length {BOND:.2f} bohr, basis {BASIS}, {nao} functions")
print(f"Nuclear part of the dipole moment: {mu_nuc:.6f} a.u.")
print(f"Field step h: {STEP:.4f} a.u.")
print(f"1 a.u. of dipole moment = {debye:.6f} debye")

for functional in ("HF", "PBE"):
    mf0 = run_scf(functional, 0.0)
    coeff0, eps0 = mf0.mo_coeff, mf0.mo_energy
    dm_start = 2 * coeff0[:, :nocc] @ coeff0[:, :nocc].T
    e_scf, e_exx, e_c, e_frozen = {}, {}, {}, {}
    z_mo = coeff0.T @ z_ao @ coeff0
    for k in (-2, -1, 0, 1, 2):
        field = k * STEP
        mf = mf0 if k == 0 else run_scf(functional, field, dm_start)
        e_scf[k] = mf.e_tot - field * mu_nuc
        e_exx[k] = exx_energy(mf.mo_coeff, field)
        e_c[k] = rpa_frequency(mf.mo_energy, mf.mo_coeff)
        # same field, but occupied and virtual spaces kept from zero field
        fmat = np.diag(eps0) + field * z_mo
        eo, uo = np.linalg.eigh(fmat[:nocc, :nocc])
        ev, uv = np.linalg.eigh(fmat[nocc:, nocc:])
        rotated = np.hstack([coeff0[:, :nocc] @ uo, coeff0[:, nocc:] @ uv])
        e_frozen[k] = rpa_frequency(np.concatenate([eo, ev]), rotated)
    e_rpa = {k: e_exx[k] + e_c[k] for k in e_exx}

    gamma0, corr, relax_x, relax_c, e_plasmon, grad_exx = \
        density_matrices(mf0)
    mu_input = mu_nuc - np.sum(gamma0 * z_mo)
    d_unrel = -np.sum(corr * z_mo)
    d_relax_x = -np.sum(relax_x * z_mo)
    d_relax_c = -np.sum(relax_c * z_mo)
    gamma_unrel = gamma0 + corr
    gamma_rel = gamma_unrel + relax_x + relax_c
    mu_unrel = mu_nuc - np.sum(gamma_unrel * z_mo)
    mu_rel = mu_nuc - np.sum(gamma_rel * z_mo)
    mu_ff = -four_point(e_rpa)
    mu_h, mu_2h = -two_point(e_rpa, 1), -two_point(e_rpa, 2)
    occ_unrel = np.linalg.eigvalsh(gamma_unrel)
    occ_rel = np.linalg.eigvalsh(gamma_rel)

    tag = f"RPA@{functional}"
    print(f"--- {tag} ---")
    print(f"E_EXX at zero field: {e_exx[0]:.8f} hartree")
    print(f"E_c at zero field: {e_c[0]:.8f} hartree")
    for k in (-2, -1, 1, 2):
        print(f"E(RPA) at F = {k:+d}h: {e_rpa[k]:.10f} hartree")
    print(f"Two-point moment, step h: {mu_h:.6f} a.u.")
    print(f"Two-point moment, step 2h: {mu_2h:.6f} a.u.")
    print(f"Finite-field moment, four points: {mu_ff:.6f} a.u."
          f" = {mu_ff * debye:.4f} debye")
    print(f"Input moment: {mu_input:.6f} a.u."
          f" = {mu_input * debye:.4f} debye")
    print(f"Unrelaxed correction: {d_unrel:+.6f} a.u.")
    print(f"Unrelaxed moment: {mu_unrel:.6f} a.u."
          f" = {mu_unrel * debye:.4f} debye")
    print(f"Relaxation from E_EXX: {d_relax_x:+.6f} a.u.")
    print(f"Relaxation from E_c: {d_relax_c:+.6f} a.u.")
    print(f"Relaxed moment: {mu_rel:.6f} a.u."
          f" = {mu_rel * debye:.4f} debye")
    print(f"Relaxed minus finite field: {mu_rel - mu_ff:+.1e} a.u.")
    print(f"Electrons moved to virtuals: "
          f"{np.trace(corr[nocc:, nocc:]):.6f}")
    print(f"Unrelaxed occupations, min and max: "
          f"{occ_unrel[0]:.6f} {occ_unrel[-1]:.6f}")
    print(f"Relaxed occupations, min and max: "
          f"{occ_rel[0]:.6f} {occ_rel[-1]:.6f}")

    # two routes to the correlation energy
    assert abs(e_plasmon - e_c[0]) < 1e-7
    # the SCF energy is stationary: its slope is the input moment
    assert abs(-four_point(e_scf) - mu_input) < 1e-5
    # unrelaxed correction = slope of E_c with fixed orbital spaces
    assert abs(-four_point(e_frozen) - d_unrel) < 1e-6
    # separate slopes of the two energy parts, then the full moment
    assert abs(-four_point(e_exx) - mu_input - d_relax_x) < 1e-5
    assert abs(-four_point(e_c) - d_unrel - d_relax_c) < 1e-5
    assert abs(mu_ff - mu_rel) < 1e-5
    # the unrelaxed and input matrices do not give the derivative
    assert abs(mu_ff - mu_unrel) > 1e-4
    assert abs(mu_ff - mu_input) > 1e-4
    # two-point error grows as the square of the step
    assert 3.0 < (mu_2h - mu_rel) / (mu_h - mu_rel) < 5.0
    # electron number and bounds of the unrelaxed occupations
    assert abs(np.trace(corr)) < 1e-9
    assert occ_unrel[0] > -1e-9 and occ_unrel[-1] < 2 + 1e-9
    # E_EXX is stationary for HF orbitals only
    if functional == "HF":
        assert np.abs(grad_exx).max() < 1e-6
    else:
        assert np.abs(grad_exx).max() > 1e-3

print("ALL CHECKS PASSED")
```

It prints:

```
LiH, bond length 3.00 bohr, basis def2-tzvpp, 33 functions
Nuclear part of the dipole moment: 9.000000 a.u.
Field step h: 0.0010 a.u.
1 a.u. of dipole moment = 2.541746 debye
--- RPA@HF ---
E_EXX at zero field: -7.98596820 hartree
E_c at zero field: -0.10041049 hartree
E(RPA) at F = -2h: -8.0817608591 hartree
E(RPA) at F = -1h: -8.0840595363 hartree
E(RPA) at F = +1h: -8.0887176755 hartree
E(RPA) at F = +2h: -8.0910759122 hartree
Two-point moment, step h: 2.329070 a.u.
Two-point moment, step 2h: 2.328763 a.u.
Finite-field moment, four points: 2.329172 a.u. = 5.9202 debye
Input moment: 2.365990 a.u. = 6.0137 debye
Unrelaxed correction: -0.009318 a.u.
Unrelaxed moment: 2.356671 a.u. = 5.9901 debye
Relaxation from E_EXX: -0.000000 a.u.
Relaxation from E_c: -0.027500 a.u.
Relaxed moment: 2.329171 a.u. = 5.9202 debye
Relaxed minus finite field: -2.4e-07 a.u.
Electrons moved to virtuals: 0.045043
Unrelaxed occupations, min and max: 0.000002 1.992687
Relaxed occupations, min and max: -0.000035 1.992691
--- RPA@PBE ---
E_EXX at zero field: -7.98269179 hartree
E_c at zero field: -0.13383376 hartree
E(RPA) at F = -2h: -8.1122101898 hartree
E(RPA) at F = -1h: -8.1143513402 hartree
E(RPA) at F = +1h: -8.1187305368 hartree
E(RPA) at F = +2h: -8.1209642880 hartree
Two-point moment, step h: 2.189598 a.u.
Two-point moment, step 2h: 2.188525 a.u.
Finite-field moment, four points: 2.189956 a.u. = 5.5663 debye
Input moment: 2.199469 a.u. = 5.5905 debye
Unrelaxed correction: -0.078019 a.u.
Unrelaxed moment: 2.121450 a.u. = 5.3922 debye
Relaxation from E_EXX: +0.227770 a.u.
Relaxation from E_c: -0.159263 a.u.
Relaxed moment: 2.189957 a.u. = 5.5663 debye
Relaxed minus finite field: +5.3e-07 a.u.
Electrons moved to virtuals: 0.123016
Unrelaxed occupations, min and max: 0.000009 1.988881
Relaxed occupations, min and max: -0.000163 1.989258
ALL CHECKS PASSED
```
